# Transmission through a four-site ring threaded by half a flux quantum: verification in Python

```python
"""
Four-site ring with leads on opposite corners (array sites 0 and 2).
Result under test: with equal arms, flux h/(2e) gives zero transmission at
every propagating energy; flux formulas and leakage formulas are also tested.

Symbols: flux is in units of h/e; energies are in units of the hopping t = 1.
The leads have hopping -1 and E = -2 cos(k). hops = magnitudes on links
0-1, 1-2, 2-3, 3-0. eps = site energies. contacts = lead-ring couplings.
Sites 1 and 3 are the two arms. gamma = width of a dephasing voltage probe.
"""
import numpy as np
from scipy.constants import h, e

UNIFORM = (1.0, 1.0, 1.0, 1.0)
ZERO = (0.0, 0.0, 0.0, 0.0)


def ring(flux, hops=UNIFORM, eps=ZERO, phases=None):
    """Ring Hamiltonian; the link phases add up to 2 pi flux."""
    if phases is None:
        phases = np.full(4, 2 * np.pi * flux / 4)
    H = np.diag(np.array(eps, dtype=complex))
    for j in range(4):
        n = (j + 1) % 4
        H[n, j] = -hops[j] * np.exp(1j * phases[j])
        H[j, n] = np.conj(H[n, j])
    return H


def match_waves(E, H, contacts=(1.0, 1.0)):
    """Solve the lattice Schroedinger equation for r, tau and ring amplitudes."""
    k = np.arccos(-E / 2)
    z = np.exp(1j * k)
    cl, cr = contacts
    A = np.zeros((6, 6), complex)      # unknowns: r, tau, four ring sites
    b = np.zeros(6, complex)
    A[0, 0] = E * z + z**2             # last site of the left lead
    A[0, 2] = cl
    b[0] = -(E / z + z**-2)
    A[1, 1] = E * z + z**2             # first site of the right lead
    A[1, 4] = cr
    A[2:, 2:] = E * np.eye(4) - H      # ring sites
    A[2, 0] = cl * z
    b[2] = -cl / z
    A[4, 1] = cr * z
    sol = np.linalg.solve(A, b)
    return sol[0], sol[1], sol[2:]


def transmission(E, flux, hops=UNIFORM, eps=ZERO, contacts=(1.0, 1.0)):
    return abs(match_waves(E, ring(flux, hops, eps), contacts)[1])**2


def lead_terms(E, contacts):
    k = np.arccos(-E / 2)
    c2 = np.array(contacts)**2
    return -c2 * np.exp(1j * k), 2 * c2 * np.sin(k)


def formula_equal_arms(E, flux, eps, contacts):
    """Closed form for unit ring hoppings and equal arm energies."""
    sig, gam = lead_terms(E, contacts)
    a1, a3, x = E - eps[0] - sig[0], E - eps[2] - sig[1], E - eps[1]
    c = np.cos(np.pi * flux)
    D = (a1 * x - 2) * (a3 * x - 2) - 4 * c**2
    return gam[0] * gam[1] * abs(2 * x * c / D)**2


def formula_any_arms(E, flux, hops, eps, contacts):
    """Arm sites eliminated, with arbitrary arms."""
    sig, gam = lead_terms(E, contacts)
    x2, x4 = E - eps[1], E - eps[3]
    p = np.exp(1j * np.pi * flux)
    upper, lower = hops[0] * hops[1] / x2, hops[3] * hops[2] / x4
    w31, w13 = upper * p + lower / p, upper / p + lower * p
    d1 = E - eps[0] - sig[0] - hops[0]**2 / x2 - hops[3]**2 / x4
    d3 = E - eps[2] - sig[1] - hops[1]**2 / x2 - hops[2]**2 / x4
    return gam[0] * gam[1] * abs(w31 / (d1 * d3 - w31 * w13))**2


def formula_uniform(k, flux):
    c2, s2 = np.cos(np.pi * flux)**2, np.sin(k)**2
    top = 4 * c2 * s2 * np.cos(k)**2
    return top / ((c2 - s2)**2 + top)


rng = np.random.default_rng(4)

# Closed forms against wave matching, with unequal contacts and arms
for _ in range(200):
    E, flux = rng.uniform(-1.95, 1.95), rng.uniform(0.05, 0.95)
    con = rng.uniform(0.4, 1.5, 2)
    e1, eb, e3, e4 = rng.uniform(-1, 1, 4)
    eps = (e1, eb, e3, eb)
    assert np.isclose(transmission(E, flux, eps=eps, contacts=con),
                      formula_equal_arms(E, flux, eps, con),
                      rtol=1e-7, atol=1e-11)
    hops, eps = rng.uniform(0.5, 1.5, 4), (e1, eb, e3, e4)
    assert np.isclose(transmission(E, flux, hops, eps, con),
                      formula_any_arms(E, flux, hops, eps, con),
                      rtol=1e-7, atol=1e-11)
    k = np.arccos(-E / 2)
    assert np.isclose(transmission(E, flux), formula_uniform(k, flux),
                      rtol=1e-7, atol=1e-11)

# Only the total phase matters, and reversing the flux leaves T unchanged
phases = rng.uniform(-3, 3, 4)
phases[3] = 2 * np.pi * 0.3 - phases[:3].sum()
T_gauge = abs(match_waves(-0.7, ring(0.3, phases=phases))[1])**2
assert np.isclose(T_gauge, transmission(-0.7, 0.3), atol=1e-12)
assert np.isclose(transmission(-0.7, -0.3), transmission(-0.7, 0.3), atol=1e-12)

# Half flux: zero over the band, including the arm energy itself
eps_test, con_test = (0.3, -0.2, -0.5, -0.2), (0.8, 1.3)
energies = np.append(np.linspace(-1.999, 1.999, 1001), -0.2)
T_half_max = max(transmission(E, 0.5, eps=eps_test, contacts=con_test)
                 for E in energies)
T_zero_max = max(transmission(E, 0.0, eps=eps_test, contacts=con_test)
                 for E in energies[:-1])
assert T_half_max < 1e-20 and T_zero_max > 0.1

# No walk of any length joins the contacts at half flux; it does otherwise
H_half, H_quarter = ring(0.5, eps=eps_test), ring(0.25, eps=eps_test)
for n in range(1, 9):
    assert abs(np.linalg.matrix_power(H_half, n)[2, 0]) < 1e-10
assert abs(np.linalg.matrix_power(H_quarter, 2)[2, 0]) > 1

# Unequal links still block if the two arm products agree, not otherwise
T_products = max(transmission(E, 0.5, hops=(0.5, 1.2, 0.75, 0.8))
                 for E in np.linspace(-1.9, 1.9, 40))
T_unequal = transmission(-1.0, 0.5, hops=(0.5, 1.2, 0.75, 1.1))
assert T_products < 1e-20 and T_unequal > 1e-3

# Zero-flux law, centre of band, resonance, and approach to half flux
for k in np.linspace(0.2, 1.4, 9):
    s2 = np.sin(k)**2
    assert np.isclose(transmission(-2 * np.cos(k), 0), 4 * s2 / (1 + 3 * s2))
    d = 1e-4
    ratio = transmission(-2 * np.cos(k), 0.5 + d) * np.tan(k)**2
    assert np.isclose(ratio / (2 * np.pi * d)**2, 1, rtol=1e-4)
for flux in (0.1, 0.25, 0.4, 0.49):
    assert transmission(0.0, flux) < 1e-20
    E_res = -2 * np.sqrt(1 - np.cos(np.pi * flux)**2)
    assert np.isclose(transmission(E_res, flux), 1, atol=1e-8)

# Stationary wave at half flux: far contact empty, each arm site holds one
for E in (-1.6, -1.0, 0.4):
    r, tau, psi = match_waves(E, ring(0.5))
    assert np.allclose(abs(psi)**2, [E**2, 1, 0, 1], atol=1e-10)
    assert np.isclose(abs(r), 1)


def packet(flux, n_lead=250, centre=-100, width=12.0, k0=np.pi / 3):
    """Send a packet through a finite chain; return measured and predicted T."""
    size = 2 * n_lead + 4
    H = np.zeros((size, size), complex)
    for j in range(n_lead - 1):
        H[j, j + 1] = H[j + 1, j] = -1
        q = n_lead + 4 + j
        H[q, q + 1] = H[q + 1, q] = -1
    o = n_lead
    H[o:o + 4, o:o + 4] = ring(flux)
    H[o - 1, o] = H[o, o - 1] = -1
    H[o + 2, o + 4] = H[o + 4, o + 2] = -1
    pos = np.arange(-n_lead, 0)
    start = np.exp(-(pos - centre)**2 / (4 * width**2) + 1j * k0 * pos)
    start /= np.linalg.norm(start)
    full = np.zeros(size, complex)
    full[:n_lead] = start
    val, vec = np.linalg.eigh(H)
    time = 2 * abs(centre) / (2 * np.sin(k0))
    final = vec @ (np.exp(-1j * val * time) * (vec.conj().T @ full))
    measured = np.sum(abs(final[n_lead + 4:])**2)
    ks = (np.arange(2000) + 0.5) * np.pi / 2000
    weight = abs(np.exp(-1j * np.outer(ks, pos)) @ start)**2
    predicted = np.sum(weight * formula_uniform(ks, flux)) / weight.sum()
    return measured, predicted


packet_quarter, predicted_quarter = packet(0.25)
packet_half, _ = packet(0.5)
# Tolerance covers packet tails still near the ring at the final time
assert abs(packet_quarter - predicted_quarter) < 1e-5
assert packet_half < 1e-18


def with_probes(E, gamma, flux=0.5):
    """Four-terminal conductance with no net current into the arm probes."""
    sig, gam = lead_terms(E, (1.0, 1.0))
    widths = np.array([gam[0], gamma, gam[1], gamma])
    self_energy = np.diag([sig[0], -0.5j * gamma, sig[1], -0.5j * gamma])
    G = np.linalg.inv(E * np.eye(4) - ring(flux) - self_energy)
    T = np.outer(widths, widths) * abs(G)**2
    np.fill_diagonal(T, 0)
    probes = [1, 3]
    M = np.diag(T[probes].sum(axis=1)) - T[np.ix_(probes, probes)]
    mu = np.linalg.solve(M, T[probes, 0])
    return T[2, 0] + T[2, probes] @ mu, T[2, 0]


def formula_probes(E, gamma):
    sig, gam = lead_terms(E, (1.0, 1.0))
    return gam[0] * gamma / abs((E - sig[0]) * (E + 0.5j * gamma) - 2)**2


for E in (-1.7, -1.0, 0.0, 0.6):
    for gamma in (0.02, 0.3):
        total, direct = with_probes(E, gamma)
        assert np.isclose(total, formula_probes(E, gamma), rtol=1e-9)
        assert direct < 1e-20

# Worked example
E0 = -1.0
k0 = np.arccos(-E0 / 2)
print("Uniform ring and leads; energies in t, flux in h/e")
print(f"Example energy E = {E0:.1f} t, k = {np.degrees(k0):.1f} degrees")
print("Transmission by wave matching:")
for E in (-1.5, -1.0, -0.5):
    for flux in (0.0, 0.25, 0.4, 0.49):
        print(f"  E = {E:.1f} t, flux = {flux:.2f} h/e: "
              f"T = {transmission(E, flux):.5f}")
    print(f"  E = {E:.1f} t, flux = 0.50 h/e: "
          f"T = {transmission(E, 0.5):.1e} (round-off)")
print(f"E = 0, flux = 0.25 h/e: T = {transmission(0.0, 0.25):.1e} (round-off)")
print("Unequal contacts, eps1, eps3 = 0.3, -0.5 t; arms at -0.2 t;")
print("  contact couplings 0.8 and 1.3 t:")
print(f"  largest T in band, half flux: {T_half_max:.1e} (round-off)")
print(f"  largest T in band, zero flux: {T_zero_max:.4f}")
r, tau, psi = match_waves(E0, ring(0.5))
print("Half flux, E = -1 t, unit incoming amplitude:")
print(f"  reflection probability = {abs(r)**2:.6f}")
for j in range(4):
    print(f"  |psi|^2 on ring site {j + 1} = {abs(psi[j])**2:.6f}")
print("Wave packet centred at k = 60 degrees, width 12 sites:")
print(f"  quarter flux, propagated T = {packet_quarter:.6f}")
print(f"  quarter flux, predicted T = {predicted_quarter:.6f}")
print(f"  half flux, propagated T = {packet_half:.1e} (round-off)")
c49 = abs(np.cos(np.pi * 0.49))
E49 = 2 * np.sqrt(1 - c49**2)
print(f"Flux 0.49 h/e: |cos(phi/2)| = {c49:.5f}")
print(f"  perfect transmission at E = +/- {E49:.6f} t")
print(f"  T there by wave matching = {transmission(-E49, 0.49):.6f}")
small = (2 * np.pi * 0.01)**2 / np.tan(k0)**2
print(f"  small-error estimate of T at E = -1 t: {small:.6f}")
print("Leakage at half flux, E = -1 t:")
T_detuned = transmission(E0, 0.5, eps=(0, 0.1, 0, -0.1))
print(f"  arm energies +0.1 and -0.1 t: T = {T_detuned:.6f}")
print(f"  probes, gamma = 0.02 t: T_eff = {with_probes(E0, 0.02)[0]:.6f}")
print(f"  link products 0.600 and 0.825 t^2: T = {T_unequal:.6f}")
half_quantum = h / (2 * e)
print(f"Half flux quantum h/(2e) = {half_quantum:.6e} Wb")
print(f"  field for a 100 nm square = {half_quantum / (100e-9)**2:.4f} T")
print(f"  field for a 0.3 nm square = {half_quantum / (0.3e-9)**2:.3e} T")
print("OK")
```

It prints:

```
Uniform ring and leads; energies in t, flux in h/e
Example energy E = -1.0 t, k = 60.0 degrees
Transmission by wave matching:
  E = -1.5 t, flux = 0.00 h/e: T = 0.75676
  E = -1.5 t, flux = 0.25 h/e: T = 0.99213
  E = -1.5 t, flux = 0.40 h/e: T = 0.44556
  E = -1.5 t, flux = 0.49 h/e: T = 0.00507
  E = -1.5 t, flux = 0.50 h/e: T = 2.5e-31 (round-off)
  E = -1.0 t, flux = 0.00 h/e: T = 0.92308
  E = -1.0 t, flux = 0.25 h/e: T = 0.85714
  E = -1.0 t, flux = 0.40 h/e: T = 0.14324
  E = -1.0 t, flux = 0.49 h/e: T = 0.00132
  E = -1.0 t, flux = 0.50 h/e: T = 1.5e-32 (round-off)
  E = -0.5 t, flux = 0.00 h/e: T = 0.98361
  E = -0.5 t, flux = 0.25 h/e: T = 0.37975
  E = -0.5 t, flux = 0.40 h/e: T = 0.03060
  E = -0.5 t, flux = 0.49 h/e: T = 0.00026
  E = -0.5 t, flux = 0.50 h/e: T = 1.2e-31 (round-off)
E = 0, flux = 0.25 h/e: T = 0.0e+00 (round-off)
Unequal contacts, eps1, eps3 = 0.3, -0.5 t; arms at -0.2 t;
  contact couplings 0.8 and 1.3 t:
  largest T in band, half flux: 3.6e-30 (round-off)
  largest T in band, zero flux: 0.9262
Half flux, E = -1 t, unit incoming amplitude:
  reflection probability = 1.000000
  |psi|^2 on ring site 1 = 1.000000
  |psi|^2 on ring site 2 = 1.000000
  |psi|^2 on ring site 3 = 0.000000
  |psi|^2 on ring site 4 = 1.000000
Wave packet centred at k = 60 degrees, width 12 sites:
  quarter flux, propagated T = 0.852944
  quarter flux, predicted T = 0.852944
  half flux, propagated T = 0.0e+00 (round-off)
Flux 0.49 h/e: |cos(phi/2)| = 0.03141
  perfect transmission at E = +/- 1.999013 t
  T there by wave matching = 1.000000
  small-error estimate of T at E = -1 t: 0.001316
Leakage at half flux, E = -1 t:
  arm energies +0.1 and -0.1 t: T = 0.013245
  probes, gamma = 0.02 t: T_eff = 0.011415
  link products 0.600 and 0.825 t^2: T = 0.030621
Half flux quantum h/(2e) = 2.067834e-15 Wb
  field for a 100 nm square = 0.2068 T
  field for a 0.3 nm square = 2.298e+04 T
OK
```
